# Misfit retained by a thin axial insert in a nanowire: a program that tests the result

```python
"""
Result under test: a coherent axial insert of thickness h in a wire of radius R
(isotropic, free sidewall, equal elastic constants, isotropic misfit strain m)
keeps the in-plane elastic strain -m*(1 - loss) at its centre, where
loss <= c*h/R and loss -> c*h/R for h << R, with c a number of order one.
An exponential end field of decay length l gives the estimate 1 - exp(-h/(2 l)).

Symbols: nu Poisson ratio, E Young modulus, a = wavenumber times R,
rho = r/R, gamma = complex end-field decay rate in units of 1/R.
Lengths are in units of R unless a name ends in _nm.
The Fourier-Bessel solution is compared with an axisymmetric finite-element
calculation that starts from the misfit strain itself.
"""
import numpy as np
import mpmath as mp
from scipy.special import ive
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.constants import epsilon_0

# ---------- example parameters (rough, regime of III-V nanowires) ----------
R_nm, h_nm, misfit, E_GPa, nu = 40.0, 4.0, 0.01, 90.0, 0.3
h = h_nm / R_nm

# ---------- Fourier-Bessel solution ----------
gx, gw = np.polynomial.legendre.leggauss(8)
panel = 0.5
starts = np.arange(0.0, 300.0, panel)
A_NODES = (starts[:, None] + panel * (gx + 1) / 2).ravel()
A_WEIGHTS = np.tile(gw * panel / 2, len(starts))


def transfer(rho, nu_):
    """Mean in-plane strain at rho per unit misfit, for a cosine band load."""
    a = A_NODES
    i0, i1 = ive(0, a), ive(1, a)          # Bessel functions times exp(-a)
    den = a**2 * (i0**2 - i1**2) - 2 * (1 - nu_) * i1**2
    num = a * ((a * i0 - 2 * nu_ * i1) * ive(0, a * rho)
               - i1 * a * rho * ive(1, a * rho))
    return (1 + nu_) / (2 * (1 - nu_)) * num / den * np.exp(-a * (1 - rho))


def junction(z, rho=0.0, nu_=nu):
    """Relaxed share G(z) for a single junction at z = 0."""
    integrand = np.sin(A_NODES * z) / A_NODES * transfer(rho, nu_)
    return 0.5 + np.sum(A_WEIGHTS * integrand) / np.pi


def loss(thick, rho=0.0, z=0.0, nu_=nu):
    """Relaxed share of the misfit for an insert of given thickness."""
    return (junction(z + thick / 2, rho, nu_)
            - junction(z - thick / 2, rho, nu_))


def slope(nu_, rho=0.0):
    return np.sum(A_WEIGHTS * transfer(rho, nu_)) / np.pi


# ---------- finite elements (biquadratic, axisymmetric, half model) ----------
def isotropic(young, nu_):
    mu = young / (2 * (1 + nu_))
    lam = young * nu_ / ((1 + nu_) * (1 - 2 * nu_))
    mat = np.diag([2 * mu, 2 * mu, 2 * mu, mu])
    mat[:3, :3] += lam
    return mat


def with_midpoints(edges):
    out = np.empty(2 * len(edges) - 1)
    out[::2] = edges
    out[1::2] = (edges[1:] + edges[:-1]) / 2
    return out


def shape(x):
    values = np.array([(1 - x) * (1 - 2 * x), 4 * x * (1 - x), x * (2 * x - 1)])
    slopes = np.array([4 * x - 3, 4 - 8 * x, 4 * x - 1])
    return values, slopes


def finite_elements(thick, stiff_host, stiff_insert):
    """Radial displacement u[z, r] for unit misfit strain in the insert."""
    rim = 1 - 0.2 * np.array([.75, .5, .35, .25, .17, .12, .08, .05, .025, .01, 0])
    r_edges = np.concatenate([np.linspace(0, 0.8, 17), rim])
    n_in = max(3, int(np.ceil(thick / 2 / 0.05)))
    z_list = list(np.linspace(0, thick / 2, n_in + 1))
    step = thick / 2 / n_in
    while z_list[-1] < thick / 2 + 4:
        step = min(1.3 * step, 0.1)
        z_list.append(z_list[-1] + step)
    z_edges = np.array(z_list)
    r_nodes, z_nodes = with_midpoints(r_edges), with_midpoints(z_edges)
    nr, nz = len(r_nodes), len(z_nodes)
    jz, jr = np.meshgrid(np.arange(len(z_edges) - 1),
                         np.arange(len(r_edges) - 1), indexing="ij")
    jz, jr = jz.ravel(), jr.ravel()
    ne = len(jz)
    wr, wz = np.diff(r_edges)[jr], np.diff(z_edges)[jz]
    inside = jz < n_in
    stiff = np.where(inside[:, None, None], stiff_insert, stiff_host)
    free_strain = inside[:, None] * np.array([1.0, 1.0, 1.0, 0.0])
    free_stress = np.einsum("eij,ej->ei", stiff, free_strain)
    dofs = np.empty((ne, 18), dtype=int)
    for p in range(3):
        for q in range(3):
            node = (2 * jz + p) * nr + 2 * jr + q
            dofs[:, 2 * (3 * p + q)] = 2 * node
            dofs[:, 2 * (3 * p + q) + 1] = 2 * node + 1
    k_el, f_el = np.zeros((ne, 18, 18)), np.zeros((ne, 18))
    pts, wts = np.polynomial.legendre.leggauss(3)
    pts, wts = (pts + 1) / 2, wts / 2
    for x, wx in zip(pts, wts):
        n_r, d_r = shape(x)
        r = r_edges[jr] + x * wr
        for y, wy in zip(pts, wts):
            n_z, d_z = shape(y)
            b = np.zeros((ne, 4, 18))
            for p in range(3):
                for q in range(3):
                    m = 2 * (3 * p + q)
                    dr = d_r[q] * n_z[p] / wr
                    dz = n_r[q] * d_z[p] / wz
                    b[:, 0, m] = dr
                    b[:, 1, m] = n_r[q] * n_z[p] / r
                    b[:, 2, m + 1] = dz
                    b[:, 3, m] = dz
                    b[:, 3, m + 1] = dr
            vol = wx * wy * wr * wz * r
            bt = b.transpose(0, 2, 1) * vol[:, None, None]
            k_el += bt @ (stiff @ b)
            f_el += (bt @ free_stress[:, :, None])[:, :, 0]
    n_dof = 2 * nr * nz
    rows = np.repeat(dofs, 18, axis=1).ravel()
    cols = np.tile(dofs, (1, 18)).ravel()
    k_all = coo_matrix((k_el.ravel(), (rows, cols)), shape=(n_dof, n_dof)).tocsr()
    f_all = np.bincount(dofs.ravel(), weights=f_el.ravel(), minlength=n_dof)
    fixed = np.zeros(n_dof, dtype=bool)
    fixed[2 * np.arange(nz) * nr] = True          # no radial motion on the axis
    fixed[2 * np.arange(nr) + 1] = True           # mirror plane z = 0
    keep = np.flatnonzero(~fixed)
    u = np.zeros(n_dof)
    u[keep] = spsolve(k_all[keep][:, keep].tocsc(), f_all[keep])
    return r_nodes, z_nodes, u.reshape(nz, nr, 2)[:, :, 0]


def axis_strain(r_nodes, u):
    """du/dr on the axis from the odd expansion u = p r + q r^3."""
    return (8 * u[:, 1] - u[:, 2]) / (3 * r_nodes[2])


iso = isotropic(1.0, nu)

# ---------- tests: loss for several thicknesses ----------
fem_losses = {}
for thick in (h, 0.5, 1.0):
    r_n, z_n, u_r = finite_elements(thick, iso, iso)
    on_axis = axis_strain(r_n, u_r)
    fem_losses[thick] = on_axis[0]
    assert abs(on_axis[0] / loss(thick) - 1) < 0.01
    far = np.argmin(abs(z_n - 1.0))               # a point about one radius away
    assert abs(on_axis[far] - loss(thick, z=z_n[far])) < 1e-3 * max(1, thick / h) / 2
    if thick == h:                                # off-axis point rho = 0.5
        mid = np.argmin(abs(r_n - 0.5))
        f = r_n * u_r[0]
        gap = r_n[mid + 2] - r_n[mid]
        deriv = (f[mid - 4] - 8 * f[mid - 2] + 8 * f[mid + 2] - f[mid + 4]) / (12 * gap)
        fem_half = deriv / (2 * r_n[mid])
        assert abs(fem_half / loss(h, rho=0.5) - 1) < 0.02

# a long insert has two separate junctions, each sharing the misfit equally
r_n, z_n, u_r = finite_elements(4.0, iso, iso)
fem_share = axis_strain(r_n, u_r)[np.argmin(abs(z_n - 2.0))]
assert abs(fem_share - 0.5) < 0.01

# ---------- tests: end-field decay ----------
root = mp.findroot(lambda g: g**2 * mp.besselj(0, g)**2
                   + (g**2 - 2 * (1 - nu)) * mp.besselj(1, g)**2, mp.mpc(2.7, 1.4))
gamma = complex(root)
gap = 0.4
tail = [1 - junction(3.5 + gap * n) for n in range(4)]
s, q = np.linalg.solve([[tail[1], -tail[0]], [tail[2], -tail[1]]], [tail[2], tail[3]])
rates = -np.log(np.roots([1, -s, q]).astype(complex)) / gap
assert min(abs(rates - gamma)) < 0.01

# ---------- tests: linear law, bound and estimates ----------
c = slope(nu)
assert abs(loss(0.01) / (c * 0.01) - 1) < 1e-3
for nu_test in (0.0, 0.2, 0.3, 0.45):
    assert np.all(transfer(0.0, nu_test) > 0)
    for thick in (0.05, 0.3, 1.0, 3.0):
        assert loss(thick, nu_=nu_test) <= slope(nu_test) * thick
full_loss = loss(h)
est_radius = 1 - np.exp(-h / 2)
est_root = 1 - np.exp(-h * gamma.real / 2)
assert 1 / 3 < est_radius / full_loss < 1         # right order, but too small
assert 0.8 < est_root / full_loss < 1.25
profile = [(rho, loss(h, rho=rho)) for rho in (0.0, 0.25, 0.5, 0.75, 0.9)]
assert all(profile[i][1] < profile[i + 1][1] for i in range(4))

# ---------- neglected effects, sized for the example ----------
soft = axis_strain(*finite_elements(h, iso, 0.7 * iso)[::2])[0]
hard = axis_strain(*finite_elements(h, iso, 1.3 * iso)[::2])[0]

zener = 2.0                                       # same bulk and Voigt shear modulus
shear, bulk = 1 / (2 * (1 + nu)), 1 / (3 * (1 - 2 * nu))
c_prime = 5 * shear / (2 + 3 * zener)
c11, c12, c44 = bulk + 4 * c_prime / 3, bulk - 2 * c_prime / 3, zener * c_prime
d = np.eye(3)
cubic = (c12 * np.einsum("ij,kl->ijkl", d, d)
         + c44 * (np.einsum("ik,jl->ijkl", d, d) + np.einsum("il,jk->ijkl", d, d))
         + (c11 - c12 - 2 * c44) * np.einsum("im,jm,km,lm->ijkl", d, d, d, d))
rot = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]]) / np.sqrt([[2], [6], [3]])
t = np.einsum("ai,bj,ck,dl,ijkl->abcd", rot, rot, rot, rot, cubic, optimize=True)
wire111 = np.array([[t[0, 0, 0, 0], t[0, 0, 1, 1], t[0, 0, 2, 2], 0],
                    [t[0, 0, 1, 1], t[0, 0, 0, 0], t[0, 0, 2, 2], 0],
                    [t[0, 0, 2, 2], t[0, 0, 2, 2], t[2, 2, 2, 2], 0],
                    [0, 0, 0, t[0, 2, 0, 2]]])
aniso = axis_strain(*finite_elements(h, wire111, wire111)[::2])[0]

hexagon = loss(h / np.cos(np.pi / 6))             # inner radius of the hexagon
surface_stress = 1.0                              # N/m
scale = surface_stress / (R_nm * 1e-9 * E_GPa * 1e9)
surf_inplane, surf_axial = (3 * nu - 1) * scale, -2 * (1 - nu) * scale
delta_alpha, cooling = 1e-6, 400.0                # 1/K and K
thermal = delta_alpha * cooling
piezo, eps_r = 0.1, 12.0                          # C/m^2 and relative permittivity
stiffening = piezo**2 / (eps_r * epsilon_0 * E_GPa * 1e9)
burgers_nm = 0.4                                  # 60-degree dislocation
pref = burgers_nm * (1 - nu / 4) / (8 * np.pi * (1 + nu) * misfit * 0.5)
h_crit = brentq(lambda x: x - pref * (np.log(x / burgers_nm) + 1), pref, 1000.0)
assert h_nm < h_crit                              # coherent insert is consistent

# ---------- output ----------
print(f"wire radius R = {R_nm:.0f} nm, insert thickness h = {h_nm:.0f} nm, h/R = {h:.2f}")
print(f"misfit = {100*misfit:.1f} %, E = {E_GPa:.0f} GPa, nu = {nu:.1f}")
print(f"planar in-plane stress magnitude = {E_GPa*misfit/(1-nu):.3f} GPa")
print(f"end-field rate gamma = {gamma.real:.3f} + {abs(gamma.imag):.3f} i (per R)")
print(f"decay length = {1/gamma.real:.3f} R = {R_nm/gamma.real:.1f} nm")
print(f"leading-mode envelope after one radius = {np.exp(-gamma.real):.3f}")
for z in (0.25, 0.5, 1.0, 1.5, 2.0):
    print(f"unrelaxed share 1-G on axis at z = {z:.2f} R: {1-junction(z):.4f}")
print(f"finite-element share at a junction = {fem_share:.4f}")
print(f"loss estimate, decay length R: {100*est_radius:.2f} %")
print(f"loss estimate, decay length R/Re(gamma): {100*est_root:.2f} %")
print(f"loss, full solution: {100*full_loss:.2f} %")
print(f"loss, finite elements: {100*fem_losses[h]:.2f} %")
print(f"coefficient Re(gamma)/2 = {gamma.real/2:.3f}")
for n in (0.2, 0.3, 0.4):
    print(f"coefficient c for nu = {n:.1f}: {slope(n):.3f}")
print(f"upper bound c h/R = {100*c*h:.2f} %")
print(f"retained share at centre = {100*(1-full_loss):.1f} %")
print(f"in-plane elastic strain at centre = {-100*misfit*(1-full_loss):.3f} %")
for rho, value in profile:
    print(f"retained share (mean in-plane) at r = {rho:.2f} R: {100*(1-value):.1f} %")
for keep_share in (0.95, 0.90):
    x = brentq(lambda v: loss(v) - (1 - keep_share), 1e-4, 0.5)
    print(f"thickness keeping {100*keep_share:.0f} %: {x:.4f} R = {x*R_nm:.2f} nm")
for thick in (0.5, 1.0, 2.0, 4.0):
    print(f"retained share at centre for h = {thick:.1f} R: {100*(1-loss(thick)):.2f} %")
print(f"loss, insert modulus 0.7 / 1.3 of host: {100*soft:.2f} / {100*hard:.2f} %")
print(f"loss, cubic [111] wire, Zener ratio {zener:.0f}: {100*aniso:.2f} %")
print(f"loss, inner radius of hexagon with corner radius R: {100*hexagon:.2f} %")
print(f"surface stress {surface_stress:.0f} N/m: in-plane strain {100*surf_inplane:.4f} %,"
      f" axial {100*surf_axial:.4f} %")
print(f"thermal misfit ({delta_alpha:.0e} 1/K, {cooling:.0f} K) = {100*thermal:.3f} %")
print(f"piezoelectric constant {piezo:.1f} C/m2, relative permittivity {eps_r:.0f}")
print(f"relative piezoelectric stiffening = {stiffening:.1e}")
print(f"planar critical thickness (Burgers {burgers_nm:.1f} nm) = {h_crit:.1f} nm")
print("verified")
```

It prints:

```
wire radius R = 40 nm, insert thickness h = 4 nm, h/R = 0.10
misfit = 1.0 %, E = 90 GPa, nu = 0.3
planar in-plane stress magnitude = 1.286 GPa
end-field rate gamma = 2.722 + 1.362 i (per R)
decay length = 0.367 R = 14.7 nm
leading-mode envelope after one radius = 0.066
unrelaxed share 1-G on axis at z = 0.25 R: 0.2149
unrelaxed share 1-G on axis at z = 0.50 R: 0.0340
unrelaxed share 1-G on axis at z = 1.00 R: -0.0468
unrelaxed share 1-G on axis at z = 1.50 R: -0.0216
unrelaxed share 1-G on axis at z = 2.00 R: -0.0054
finite-element share at a junction = 0.5000
loss estimate, decay length R: 4.88 %
loss estimate, decay length R/Re(gamma): 12.73 %
loss, full solution: 12.28 %
loss, finite elements: 12.28 %
coefficient Re(gamma)/2 = 1.361
coefficient c for nu = 0.2: 1.163
coefficient c for nu = 0.3: 1.232
coefficient c for nu = 0.4: 1.319
upper bound c h/R = 12.32 %
retained share at centre = 87.7 %
in-plane elastic strain at centre = -0.877 %
retained share (mean in-plane) at r = 0.00 R: 87.7 %
retained share (mean in-plane) at r = 0.25 R: 87.0 %
retained share (mean in-plane) at r = 0.50 R: 84.2 %
retained share (mean in-plane) at r = 0.75 R: 75.2 %
retained share (mean in-plane) at r = 0.90 R: 54.7 %
thickness keeping 95 %: 0.0406 R = 1.62 nm
thickness keeping 90 %: 0.0814 R = 3.25 nm
retained share at centre for h = 0.5 R: 42.99 %
retained share at centre for h = 1.0 R: 6.79 %
retained share at centre for h = 2.0 R: -9.35 %
retained share at centre for h = 4.0 R: -1.09 %
loss, insert modulus 0.7 / 1.3 of host: 8.74 / 15.64 %
loss, cubic [111] wire, Zener ratio 2: 13.57 %
loss, inner radius of hexagon with corner radius R: 14.16 %
surface stress 1 N/m: in-plane strain -0.0028 %, axial -0.0389 %
thermal misfit (1e-06 1/K, 400 K) = 0.040 %
piezoelectric constant 0.1 C/m2, relative permittivity 12
relative piezoelectric stiffening = 1.0e-03
planar critical thickness (Burgers 0.4 nm) = 9.4 nm
verified
```
